# Why films of different thickness need not share a Kohler curve

## Question

I want to compare the magnetoresistance of several films of one metal, all with the same bulk purity but with different thicknesses. The current flows in the plane and the magnetic field is perpendicular to it. The thinner films have a higher zero-field resistivity $\rho_0$ because electrons scatter at the surfaces.

Kohler's rule says that $\Delta\rho/\rho_0$ is a function of $B/\rho_0$. Surface scattering is one more way to lose momentum, and its effect is already contained in the measured $\rho_0$ of each film. So if I plot $\Delta\rho/\rho_0$ against $B/\rho_0$, each film with its own $\rho_0$, should all the points fall on one curve? If they don't, does that point to a second kind of carrier or a changed band structure in the thin films?

## Answer

They need not fall on one curve, and a failure to do so doesn't by itself indicate new carriers or new bands. Knowing each film's $\rho_0$ isn't enough. Kohler's rule is guaranteed when all relaxation rates change by a common factor from sample to sample, and diffuse surfaces don't change them that way. The simplest metal, a free-electron sphere with one relaxation time, already shows the failure.

### What Kohler's rule assumes

Write the deviation of the electron distribution from equilibrium as $(-\partial f_0/\partial\varepsilon)\,\chi$. For charge $-e$ in a uniform bulk metal, the linearized Boltzmann equation is

$$\Big[W-\frac{e}{\hbar}(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}\Big]\chi=-e\,\mathbf E\cdot\mathbf v ,$$

where $W$ is the collision operator, with the dimension of a rate. Replace $W$ by $aW$ and $B$ by $aB$. The whole bracket is multiplied by $a$, so at the same $\mathbf E$ the solution $\chi$ and the current are divided by $a$, and the resistivity is multiplied by $a$. This holds at $B=0$ too, so $\rho_0\to a\rho_0$. Both $B/\rho_0$ and $\Delta\rho/\rho_0$ are unchanged, which is Kohler's rule.

The common factor matters. Take two equally populated carrier groups with mobilities in the ratio $1:3$, and fix $h=B/(ne\rho_0)=1$, where $n$ is the total density. The magnetoresistance is 0.120. Multiplying both mobilities by 4 leaves it at 0.120. Multiplying only the first by 4 changes it to 0.010 at the same $h$.

In a film, an electron crosses from one surface to the other in a time $d/|v_z|$. This depends on its direction, and it doesn't change when the bulk relaxation time changes. Surface scattering is therefore not a uniform extra rate, and the film has to be solved properly.

### Solving the film

Let the film occupy $0<z<d$, with $\mathbf B$ along $+z$. Assume a spherical Fermi surface, an isotropic relaxation time $\tau$, semiclassical motion and two equal flat surfaces. A fraction $p$ of the electrons reflects specularly; the rest leave the surface with no memory of their drift. Define

$$\lambda=v_F\tau,\quad \omega_c=\frac{eB}{m},\quad \beta=\omega_c\tau,\quad r=\frac{v_F}{\omega_c},\quad u=\frac{v_z}{v_F}.$$

In steady state the electric field has no curl, and nothing varies along the plane, so $E_x$ and $E_y$ don't depend on $z$. With $\varphi$ the azimuth of the velocity, which increases at the rate $\omega_c$ for electrons,

$$v_z\partial_z\chi+\omega_c\partial_\varphi\chi+\frac{\chi}{\tau}
=-ev_F\sqrt{1-u^2}\,(E_x\cos\varphi+E_y\sin\varphi).$$

The last bracket equals $\mathrm{Re}[E_-e^{i\varphi}]$ with $E_-=E_x-iE_y$. Hence we try

$$\chi=-ev_F\tau\sqrt{1-u^2}\;\mathrm{Re}\big[E_-e^{i\varphi}G(z,u)\big].$$

The azimuthal derivative gives a factor $i$, and multiplication by $\tau$ leaves

$$\lambda u\,\partial_zG+(1+i\beta)G=1 .$$

For electrons moving up, $u>0$, the solution is

$$G=\frac{1}{1+i\beta}\Big[1-A\,e^{-(1+i\beta)z/(\lambda u)}\Big].$$

At the lower surface $G(0,u)=p\,G(0,-u)$. The two surfaces are equal, so $G(0,-u)=G(d,u)$. With

$$s=(1+i\beta)\frac d\lambda=\kappa+i\delta,\qquad \kappa=\frac d\lambda,\qquad \delta=\frac dr,$$

the condition reads $1-A=p(1-Ae^{-s/u})$, which gives

$$A=\frac{1-p}{1-p\,e^{-s/u}} .$$

For the current we need the density of states $3n/(mv_F^2)$ and the average over the Fermi sphere. The azimuthal average of $e^{-i\varphi}\,\mathrm{Re}[E_-e^{i\varphi}G]$ is $E_-G/2$. The two factors of $-e$ make the sign positive, so

$$J_x-iJ_y=\frac{3ne^2\tau}{2m}\,E_-\int_0^1(1-u^2)\,\bar G(u)\,du ,$$

where the bar is the average over $z$. Downward electrons contribute equally, so the integral over $0<u<1$ is the full directional average. The exponential averages to $(u/s)(1-e^{-s/u})$. Therefore, with $\sigma_b=ne^2\tau/m=1/\rho_b$,

$$J_x-iJ_y=\frac{\sigma_bF(s)}{1+i\beta}\,E_- ,$$

$$F(s)=1-\frac{3(1-p)}{2s}\int_0^1(u-u^3)\frac{1-e^{-s/u}}{1-p\,e^{-s/u}}\,du .$$

A resistivity measurement has $J_y=0$. Then $E_x/J_x$ is the real part of $(1+i\beta)/(\sigma_bF)$. Since $1+i\beta=s/\kappa$,

$$\rho(B)=\frac{\rho_b}{\kappa}\,\mathrm{Re}\,\Phi(\kappa+i\delta),\qquad \Phi(s)=\frac{s}{F(s)} .$$

At zero field $\rho_0=\rho_b\Phi(\kappa)/\kappa$. The Kohler variable becomes

$$h=\frac{B}{ne\rho_0}=\beta\frac{\rho_b}{\rho_0}=\frac{\beta\kappa}{\Phi(\kappa)}=\frac{\delta}{\Phi(\kappa)} ,$$

and the magnetoresistance is

$$\boxed{\frac{\Delta\rho}{\rho_0}=\frac{\mathrm{Re}\,\Phi\big(\kappa+ih\,\Phi(\kappa)\big)}{\Phi(\kappa)}-1}$$

The right side contains $\kappa=d/\lambda$ as well as $h$. To see that $\kappa$ doesn't cancel, look at weak fields.

### Weak fields: the coefficient depends on thickness

Expand $\Phi(\kappa+i\delta)=\Phi+i\delta\Phi'-\tfrac12\delta^2\Phi''+\dots$ and keep the real part. With $\delta=h\Phi$,

$$\frac{\Delta\rho}{\rho_0}\simeq C h^2,\qquad C=-\tfrac12\,\Phi(\kappa)\,\Phi''(\kappa).$$

One common curve would require one value of $C$. Take diffuse surfaces, $p=0$.

**Thick film.** For $\kappa\gg1$ the exponentials can be dropped. The integral is then $1/4$, so $F\simeq1-a/\kappa$ with $a=3/8$, and

$$\Phi\simeq\frac{\kappa^2}{\kappa-a}=\kappa+a+\frac{a^2}{\kappa-a},\qquad \Phi''\simeq\frac{2a^2}{(\kappa-a)^3},$$

$$C\simeq-\frac{a^2\kappa^2}{(\kappa-a)^4}<0 .$$

**Thin film.** For $\kappa\ll1$ rewrite $F$, using $\int_0^1(1-u^2)du=2/3$, as

$$F=\frac32\int_0^1(1-u^2)\,b(\kappa/u)\,du,\qquad b(x)=1-\frac{1-e^{-x}}{x}.$$

With $x=\kappa/u$, the part without $u^2$ is

$$\kappa\int_\kappa^\infty\frac{b}{x^2}dx=\kappa\Big[\frac1\kappa-\frac1{2\kappa^2}+\int_\kappa^\infty\frac{e^{-x}}{x^3}dx\Big].$$

Two integrations by parts turn the last integral into

$$\frac{e^{-\kappa}}{2\kappa^2}-\frac{e^{-\kappa}}{2\kappa}+\frac12\int_\kappa^\infty\frac{e^{-x}}{x}dx
\simeq\frac1{2\kappa^2}-\frac1\kappa+\frac34+\frac12\Big(\ln\frac1\kappa-\gamma\Big),$$

where $\gamma$ is Euler's constant. The inverse powers cancel. In the part with $u^2$, small $u$ has little weight, so $b\simeq\kappa/(2u)$ and the integral is $\kappa/4$. Subtracting it,

$$F\simeq\frac{3\kappa}{4}L,\qquad L=\ln\frac1\kappa+1-\gamma,\qquad \Phi\simeq\frac{4}{3L}.$$

Because $dL/d\kappa=-1/\kappa$,

$$\Phi'\simeq\frac{4}{3\kappa L^2},\qquad
\Phi''\simeq-\frac{4}{3\kappa^2L^2}\Big(1-\frac2L\Big),$$

$$C\simeq\frac{8}{9}\,\frac{1-2/L}{\kappa^2L^3} .$$

This is positive and grows without bound as $\kappa\to0$. The coefficient thus has opposite signs in the two limits. With the full $F$, scanned over $0.01\le\kappa\le20$, it changes sign once, at $\kappa=1.59$. No single function of $B/\rho_0$ can describe all these films.

### Numbers at equal $B/\rho_0$

Take a rounded, copper-like density $n=8.5\times10^{28}\ \mathrm{m^{-3}}$, $\lambda=10\ \mu$m and $p=0$. Then $\rho_b=mv_F/(ne^2\lambda)=6.57$ nΩ cm, and the cyclotron radius is 8.95 μm at 1 T.

For $d=0.5\ \mu$m, $\kappa=0.05$ and $\rho_0=7.728\times6.574=50.8$ nΩ cm. The field that gives $h=0.1$ is

$$B=0.1\,ne\rho_0=0.1\,(1.362\times10^{10})(5.080\times10^{-10})\ \mathrm T=0.69\ \mathrm T.$$

The 10 μm film has $\rho_0=9.61$ nΩ cm and needs 0.13 T for the same $h$. At fixed $\lambda$, the magnetoresistance in percent is:

| $d$ (μm) | $\kappa$ | $h=0.1$ | $h=0.3$ | $h=1$ |
|---|---|---|---|---|
| 0.5 | 0.05 | 3.26 | 15.1 | 40.5 |
| 2 | 0.20 | 0.54 | 3.85 | 15.1 |
| 10 | 1.00 | 0.030 | 0.23 | 0.01 |
| 40 | 4.00 | −0.009 | −0.07 | −0.51 |

In each column $B/\rho_0$ is the same for all films, yet the first and third rows differ by a factor of about 100 at $h=0.1$.

This contrast can be checked without the function $F$. Follow each electron back along its helix, and let $N(t)$ be the number of surface hits within the past time $t$. With $\hat{\mathbf n}=\mathbf v/v_F$, the Boltzmann equation integrated along the path gives

$$\sigma_{ij}=\frac{3ne^2}{m}\Big\langle \hat n_i(0)\int_0^\infty \hat n_j(-t)\,e^{-t/\tau}p^{N(t)}dt\Big\rangle ,$$

averaged over directions and starting heights; for $p=0$ the path ends at the first hit. Direct numerical integration at $h=0.1$ gives 3.258% for the 0.5 μm film and 0.030% for the 10 μm film, in agreement with the table.

The quadratic law has a narrow range in thin films. For $d=0.5\ \mu$m, $C=3.94$, which would give 3.9% at $h=0.1$ instead of 3.3%. The reason is that $\delta=0.039$ is already comparable with $\kappa=0.05$, the scale on which $\Phi$ varies. The limiting formulas also have their ranges: the thin-film one gives $C\simeq3.7$ here, while the thick-film one gives $-0.013$ at $\kappa=4$, where the full value is $-0.0085$.

### Where the magnetoresistance comes from

A uniform extra rate would replace $\tau$ by a shorter $\tau_{\rm eff}$. The complex conductivity would be $\sigma_0/(1+i\omega_c\tau_{\rm eff})$, whose inverse has the field-independent real part $1/\sigma_0$. The field lowers $\sigma_{xx}$, but the Hall field compensates for this completely. In this picture every film would have zero magnetoresistance.

Real directions are not equivalent in a thin film. In the 0.5 μm film, electrons with $|v_z|<0.1v_F$ are one tenth of the Fermi sphere but carry 51% of the zero-field current, because they travel far before they meet a surface. Their long paths are also the ones the field bends most. At $h=0.1$ their contribution to $\sigma_{xx}$ falls by 12.9%, while that of all other electrons falls by 0.3%. One Hall field serves both groups and can't compensate for such unequal bending. In this film a net rise of 3.3% in $\rho$ remains.

Unequal bending alone doesn't fix the sign, however. In the 40 μm film the two changes at $h=0.1$ are −1.17% and −0.92%, yet $\rho$ falls slightly. If each direction simply had its own relaxation time, $\rho$ would rise by 0.004% there. The model gives −0.009% instead, because a path that meets a diffuse surface ends at a definite time and doesn't fade exponentially.

### Strong fields

Now let $\delta\to\infty$ at fixed $\kappa$. The factor $e^{-i\delta/u}$ oscillates rapidly with $u$, and its integral vanishes. This leaves $F\simeq1-a/s$ with $a=3(1-p)/8$, and $\Phi\simeq s+a$, so

$$\rho\to\rho_b\Big[1+\frac{3(1-p)}{8}\frac{\lambda}{d}\Big],\qquad
\frac{\Delta\rho}{\rho_0}\to\frac{\kappa+a}{\Phi(\kappa)}-1 .$$

For $p=0$ the limits are +10%, −7%, −6% and −0.9% for the four films, in order of increasing thickness. The 0.5 μm film is at 40.5% for $h=1$, so its curve must come down again. At that point $\delta$ is only 0.39; even $\delta=1$ needs about 18 T. The curve peaks at about 57% near $\delta=1$ and then approaches its limit through damped oscillations with a period near $2\pi$ in $\delta$ (Sondheimer oscillations): it is at −2% for $\delta=5$ and at +20% for $\delta=7$. The curves thus differ in shape as well as in scale.

### Which films do share a curve

Films with equal $\kappa$ and equal $p$ share one. If $d$ and $\lambda$ are both multiplied by a factor $c$ and $B$ is divided by $c$, then $\kappa$, $\delta$ and $h$ are all unchanged. For example, $(d,\lambda,B)=(0.5\ \mu\mathrm m,10\ \mu\mathrm m,1\ \mathrm T)$ and $(1\ \mu\mathrm m,20\ \mu\mathrm m,0.5\ \mathrm T)$ both give $h=0.1445$ and a magnetoresistance of 5.86%.

The same argument applies to one film measured at several temperatures. Its $d$ is fixed while $\lambda$ changes, so $\kappa$ changes. If $\lambda$ in the 0.5 μm film falls to 2.5 μm, then $\kappa=0.2$, and the film moves to the second row of the table. This holds as long as the scattering stays isotropic. Phonons at low temperature scatter mostly through small angles, and then the transport mean free path alone doesn't fix the curve: with a scattering probability proportional to $1+\cos\Theta$ and the same transport $\kappa=0.2$, the value at $h=0.1$ is 0.27% instead of 0.54%.

Specular surfaces are an exception. For $p=1$, $F=1$ and $\mathrm{Re}\,\Phi=\kappa$, so there is no magnetoresistance at any thickness and the films trivially agree. In this model, finite thickness alone is not enough; the surfaces must destroy drift momentum. On a less symmetric Fermi surface, even a specular reflection can change the in-plane velocity, so this exception needn't carry over. At $\kappa=0.05$, raising $p$ from 0 to 0.5 lowers $C$ from 3.94 to 1.00, so films with different surface quality can also separate. A constant $p$ is itself a simplification, because a rough surface reflects grazing electrons more specularly than steep ones, and grazing electrons carry much of the effect. With $p(u)=\exp[-(2k_F\eta u)^2]$ and an rms roughness $\eta=1$ nm, the 0.5 μm film gives 5.5% at $h=0.1$ instead of 3.3%.

### How this compares with real copper

The value $\lambda=10\ \mu$m is far from that of ordinary interconnects; it stands for very pure metal near 4 K. At room temperature $\lambda$ in copper is roughly 40 nm. For a 20 nm film at 10 T the model then gives $h=0.023$ and a magnetoresistance of only 0.008%. Grain boundaries are a second obstacle. Their usual strength parameter is $\lambda R/[D(1-R)]$, with grain size $D$ and reflection probability $R$. For an assumed $R=0.2$ and 0.5 μm grains it is 5; bringing it down to 0.1 takes 25 μm grains. If the boundaries acted crudely as a uniform rate five times the bulk one, the 0.5 μm film would have $\kappa\approx0.3$, and its 3.3% would drop to a fraction of a percent.

Copper's Fermi surface is also not a sphere, and it supports open orbits for some field directions. As an illustration, let a share $f$ of the conductance be open-orbit motion along $y$ that the field doesn't bend. In units of $\sigma_b$, and with $D_\beta=1/(1+\beta^2)$,

$$\sigma_{xx}=(1-f)D_\beta,\quad \sigma_{yy}=(1-f)D_\beta+f,\quad |\sigma_{xy}|=(1-f)\beta D_\beta .$$

The determinant is $(1-f)D_\beta$, so $\rho_{xx}=1+f(1+\beta^2)/(1-f)$. Dividing by its zero-field value $1/(1-f)$ gives a magnetoresistance of $f\beta^2$. For an assumed $f=1\%$ and the field that gives $h=0.1$ in the 0.5 μm film, it is 0.6%; at the field that gives $h=1$ it is 60%.

This counts only the open orbits, and only in bulk. Closed orbits on a non-spherical surface can add much more. An ellipsoid with one relaxation time still has no bulk magnetoresistance, because rescaling the axes turns it into a sphere. Copper's surface, with its necks, can't be turned into a sphere this way, and the Hall field can't compensate fully. In bulk copper with $\lambda=10\ \mu$m, the magnetoresistance at 0.69 T is of the order of tens of percent. Surface scattering shortens the paths in a thin film and so changes this effect. Finding out by how much takes a calculation with the real Fermi surface and the film surfaces together. The values in the table, including the 3.3% and the small negative ones, therefore belong to the free-electron model and are not predictions for copper.

For free electrons, quantization is a smaller concern. At the largest field in the table, 6.9 T, the Landau spacing is 0.80 meV, about $10^{-4}$ of the Fermi energy, and thermal smearing at 4 K leaves only a fraction 0.0035 of the leading quantum oscillation. The 0.5 μm film has about 2200 occupied thickness subbands. Lighter orbits are smeared less: for 0.46 electron masses, roughly the value for orbits around copper's necks, the thermal fraction at the same field and temperature is 0.16. Where such orbits occur, quantum oscillations may be visible in real copper.

For your plot, then, separate curves for different thicknesses are compatible with one unchanged band and one kind of carrier. A more telling comparison uses films with equal $d/\lambda$ and similar surfaces. Films of different thickness then need different $\lambda$, set by purity or temperature. If their curves also separate, something beyond the ratio $d/\lambda$ differs, such as the grain structure, the way bulk scattering depends on angle, or the bands.

## Computed values

```
carrier density: 8.50e+28 1/m^3
Fermi wave number: 13.60 1/nm; speed: 1.575e+06 m/s
bulk mean free path: 10.0 um; specularity p = 0
bulk resistivity: 6.574 nOhm cm
cyclotron radius at 1 T: 8.95 um
largest path/formula relative deviation: 1.4e-07
specular film, rho/rho_bulk at 2 T: 1.000000
FILM d = 0.5 um, d/mfp = 0.05
  rho0/rho_bulk = 7.728; rho0 = 50.80 nOhm cm
  field at h = 0.1, 0.3, 1: 0.692, 2.076, 6.919 T
  MR at h = 0.1, 0.3, 1: 3.258, 15.053, 40.520 %
  low-field C = 3.9356; high-field limit = 9.99 %
  open-orbit estimate at h = 0.1, 1: 0.597, 59.72 %
FILM d = 2.0 um, d/mfp = 0.20
  rho0/rho_bulk = 3.096; rho0 = 20.35 nOhm cm
  field at h = 0.1, 0.3, 1: 0.277, 0.832, 2.772 T
  MR at h = 0.1, 0.3, 1: 0.543, 3.851, 15.131 %
  low-field C = 0.5641; high-field limit = -7.13 %
  open-orbit estimate at h = 0.1, 1: 0.096, 9.58 %
FILM d = 10.0 um, d/mfp = 1.00
  rho0/rho_bulk = 1.462; rho0 = 9.61 nOhm cm
  field at h = 0.1, 0.3, 1: 0.131, 0.393, 1.309 T
  MR at h = 0.1, 0.3, 1: 0.030, 0.227, 0.012 %
  low-field C = 0.0309; high-field limit = -5.97 %
  open-orbit estimate at h = 0.1, 1: 0.021, 2.14 %
FILM d = 40.0 um, d/mfp = 4.00
  rho0/rho_bulk = 1.103; rho0 = 7.25 nOhm cm
  field at h = 0.1, 0.3, 1: 0.099, 0.296, 0.988 T
  MR at h = 0.1, 0.3, 1: -0.009, -0.074, -0.512 %
  low-field C = -0.0085; high-field limit = -0.85 %
  open-orbit estimate at h = 0.1, 1: 0.012, 1.22 %
explicit paths, h = 0.1, d = 0.5 and 10 um: 3.258, 0.030 %
C changes sign at d/mfp = 1.587
C at d/mfp = 0.05, p = 0.5: 0.997
twins (0.5,10 um,1 T), (1,20 um,0.5 T): h = 0.1445, 0.1445
twin MR: 5.861, 5.861 %
two-group MR, original/both scaled/one scaled: 0.1200, 0.1200, 0.0102
0.5 um film: grazing (|vz|<0.1 vF) current share 51.3 %
  sigma_xx change at h = 0.1, grazing/rest: -12.9, -0.3 %
room-temperature film: d = 20 nm, mfp = 40 nm, B = 10 T
  h = 0.0233; MR = 0.00767 %
open-orbit conductance share assumed: 1.0 %
Landau spacing at 6.92 T: 0.801 meV; kT at 4 K: 0.345 meV
Landau spacing/Fermi energy: 1.1e-04; thermal damping factor: 3.5e-03
thickness subbands in 0.5 um film: 2165
grain-boundary reflection assumed: 0.2
  grain parameter for 0.5 um grains: 5.0
  grain size for parameter 0.1: 25 um
```
